# Static susceptibility of pinned 180 degree ferroelectric domain walls

## Result and conventions

A ferroelectric with spontaneous polarization $\pm P$ is divided by parallel 180 degree walls. The mean distance between neighbouring walls is $w$, and each wall is held at its rest position by a restoring pressure $k$ per unit displacement. For a small static field along the polar axis, the walls contribute

$$\chi_{\rm wall}=\frac{4P^2}{k\,w}. \qquad (1)$$

This is an absolute susceptibility: it is the derivative of the mean polarization with respect to the field, and its unit is F/m. Indeed $({\rm C/m^2})^2/({\rm N/m^3\cdot m})={\rm C^2/(N\,m^2)}={\rm F/m}$. The relative susceptibility is $\chi_{\rm wall}/\varepsilon_0$.

Three conventions matter for the factors. The distance $w$ runs from one wall to the next, so a full up-down period is $2w$. The stiffness $k$ belongs to one wall: displacing it by $x$ costs $kx^2/2$ per unit wall area. The field $E$ is the mean field inside the ferroelectric, which can differ from the voltage divided by the total thickness of a device.

The walls contain the polar axis, so the polarization runs parallel to them and they carry no bound charge. The coordinate $z$ is normal to the walls.

## First derivation: force balance on sharp walls

**Pressure.** Let $\chi_b$ be the linear susceptibility inside a domain, equal in both orientations. In a fixed field, the energy densities of the favoured and unfavoured domains are, relative to zero field,

$$G_\pm=\mp PE-\tfrac12\chi_bE^2 .$$

If a wall advances by $dx$ into the unfavoured domain, a layer of thickness $dx$ changes from $G_-$ to $G_+$. The energy released per unit area and displacement is the pressure

$$G_--G_+=2PE. \qquad (2)$$

The induced terms cancel because they do not depend on the sign of the spontaneous polarization.

The nonlinear response of the domains corrects this. Take the Landau density $-p^2/2+p^4/4-ep$ in reduced units, where the spontaneous polarization is 1. Its minima obey $p^3-p=e$. Inserting $p=1+ae+be^2$ gives $2a=1$ at first order and $2b+3a^2=0$ at second order, so $a=1/2$ and $b=-3/8$. The other minimum follows from $p_-(e)=-p_+(-e)$. Hence

$$\frac{p_+-p_-}{2}=1-\frac38e^2+\dots$$

The linear shift $e/2$ moves both minima the same way and drops out of the contrast. The correction is of second order in the field and does not affect the linear susceptibility.

**Displacement.** The energy per area of one wall is

$$U(x)=\tfrac12kx^2-2PEx,$$

and $dU/dx=kx-2PE=0$ gives

$$x=\frac{2PE}{k}. \qquad (3)$$

**Polarization.** Sweeping a wall through $x$ replaces $-P$ by $+P$ in a layer of thickness $x$. The dipole moment per wall area rises by $2Px$. There is one wall per length $w$, so

$$\Delta P_{\rm mean}=\frac{2Px}{w}=\frac{4P^2}{kw}E, \qquad (4)$$

which is equation (1). One factor $2P$ comes from the force and the other from the moment.

**Many walls.** To see that contributions from neighbouring walls add, place $N$ walls at $z_i$ in a periodic stack of length $Nw$, with $N$ even. The domain between $z_i$ and $z_{i+1}$ has sign $s_i=(-1)^i$. The moment per area is

$$M=P\sum_i s_i(z_{i+1}-z_i),\qquad \frac{\partial M}{\partial z_i}=P(s_{i-1}-s_i)=-2Ps_i .$$

The field therefore pushes neighbouring walls in opposite directions. If wall $i$ has its own stiffness $k_i$, its displacement is $x_i=-2Ps_iE/k_i$. Since $s_i^2=1$,

$$\frac{\Delta M}{Nw}=\frac{1}{Nw}\sum_i(-2Ps_i)x_i=\frac{4P^2E}{w}\,\frac1N\sum_i\frac1{k_i}. \qquad (5)$$

Only the mean spacing enters, and for independent walls $1/k$ is replaced by its average. Soft walls count most.

Neighbours may also interact. Add $\frac12\kappa\sum_i(x_{i+1}-x_i)^2$ to the energy and give all walls the same own stiffness $k_0$. The restoring pressure on wall $i$ is then

$$k_0x_i+\kappa(2x_i-x_{i+1}-x_{i-1}).$$

For the alternating motion $x_{i\pm1}=-x_i$, this equals $(k_0+4\kappa)x_i$. The field drives this pattern, so equation (1) holds with

$$k=k_0+4\kappa .$$

A negative $\kappa$ softens the response, and the rest state is unstable against this motion if $k_0+4\kappa<0$.

If the field makes an angle $\theta$ with the polar axis, the pressure becomes $2PE\cos\theta$ and the moment along the field becomes $2Px\cos\theta$. The susceptibility along the field acquires the factor $\cos^2\theta$.

These rules were tested by minimizing the energy of eight walls, with the moment computed from the signed domain widths. The spacings were drawn between 0.7 and 1.3 and $P=0.7$, in reduced units. For $k=2$, minimization and formula both give 0.94651. For stiffnesses drawn between 1 and 4 and a tilt of 35 degrees, both give 0.44430. For $k_0=1.5$ and $\kappa=0.4$, both give 0.61065.

## Second derivation: the soft translation of a wall of finite thickness

The first derivation takes the wall as a sharp surface and $k$ as given. The second starts from a polarization profile $p(z)$ and finds both the displacement and the stiffness from its energy. Consider one wall in a cell of length $w$, with $p'=0$ at both ends. Reflection at the ends repeats the cell and produces neighbouring walls that move oppositely, as required. The energy per wall area is

$$F[p]=\int\left[f(p)+\frac g2p'^2+\delta\,v(z,p)-Ep\right]dz .$$

Here $f$ is a symmetric double well with minima at $\pm P$, $g$ is the gradient coefficient, and $\delta\,v$ is a weak defect energy localized near the wall. The dimensionless number $\delta$ measures its strength. Subscripts $p$ on $v$ denote derivatives with respect to $p$.

**The free wall.** Without defect and field, the wall $p_0(z)$ obeys $gp_0''=f'(p_0)$ and runs from $-P$ to $+P$. The cell is much longer than the wall thickness, so the tails of $p_0'$ at its ends are neglected. Differentiating the equation once gives

$$H_0p_0'=0,\qquad H_0=-g\frac{d^2}{dz^2}+f''(p_0). \qquad (6)$$

A rigid translation, $p_0(z-X)\simeq p_0-Xp_0'$, costs no energy. Since $p_0'$ has no node, it is the lowest mode of $H_0$ and is not degenerate. All other modes have positive stiffness.

**The stiffness.** With the defect, a rigidly shifted wall has the additional energy

$$W(X)=\delta\int v\big(z,p_0(z-X)\big)\,dz .$$

The wall rests at $X=0$, where $W'(0)=-\delta\int v_pp_0'\,dz=0$. The curvature there is

$$k=W''(0)=\delta\int\left(v_{pp}\,p_0'^2+v_p\,p_0''\right)dz. \qquad (7)$$

This must be compared with the stiffness of the mode $p_0'$ in the true equilibrium, which the defect deforms to $p_0+\delta p_1$. At first order, equilibrium requires $H_0p_1=-v_p$. The stiffness operator becomes

$$H=H_0+\delta\left[f'''(p_0)p_1+v_{pp}\right]+O(\delta^2).$$

Differentiating $H_0p_0'=0$ gives $H_0p_0''=-f'''(p_0)p_0'^2$. Multiply by $p_1$ and integrate by parts twice, with vanishing boundary terms:

$$\int f'''p_1p_0'^2dz=-\int p_1H_0p_0''dz=-\int p_0''H_0p_1dz=\int v_pp_0''dz .$$

Therefore

$$\int p_0'Hp_0'\,dz=k+O(\delta^2). \qquad (8)$$

The deformation of the wall supplies precisely the second term of equation (7).

**The response.** A small field changes the profile by $\eta$, where $H\eta=E$. Split this change into a translation and a remainder:

$$\eta=c\,p_0'+u,\qquad \int p_0'u\,dz=0 .$$

Multiply $H\eta=E$ by $p_0'$ and integrate. The right side gives $E\int p_0'dz=2PE$, so

$$c\left[k+O(\delta^2)\right]+\int u\,Hp_0'\,dz=2PE .$$

Because $H_0p_0'=0$, the quantity $Hp_0'$ is of order $\delta$. The stiffness $k$ is also of order $\delta$, so $c$ is of order $E/\delta$. The remainder $u$ is driven by the field and by $-cHp_0'$, both of order $E$, and it meets the finite stiffness of the other modes. It stays of order $E$, and hence

$$c=\frac{2PE}{k}\left[1+O(\delta)\right]. \qquad (9)$$

A positive $c$ means $X=-c$: the wall moves towards the $-P$ side, and the favoured domain grows by $2PE/k$. This reproduces equation (3).

Far from the wall, $u=E/f''(P)=\chi_bE$. Near it, $u$ differs from this value over a length of the order of the wall thickness. With $\ell$ a length of that order, which may be negative, $\int u\,dz=\chi_bE(w+\ell)$. Averaging $\eta$ over the cell gives

$$\chi_{\rm total}=\frac{4P^2}{kw}\left[1+O(\delta)\right]+\chi_b\left(1+\frac{\ell}{w}\right). \qquad (10)$$

The large term is equation (1). The second term is the lattice response of the domains plus a small wall correction.

**A numerical case.** Take $f=-p^2/2+p^4/4$, $g=1$ and $v=e^{-z^2/2}p^2/2$. Then $P=1$, $p_0=\tanh(z/\sqrt2)$ and $\chi_b=1/2$. The defect makes it cheaper for $p$ to vanish at its centre, so it holds the wall there. The full nonlinear profile was solved in a small field with $w=30$, and the response of a single domain was subtracted.

For $\delta=0.02$, $k=0.008135$; the solution gives a wall susceptibility of 16.362 and the formula 16.390. For $\delta=0.005$, $k=0.002034$ and the values are 65.518 and 65.562. Relative to the formula, the deviation shrinks from $-0.17\,\%$ to $-0.07\,\%$. Part of this deviation is numerical: $k$ was taken from a second difference of the rigid-shift energy with displacements of $\pm0.05$, which makes it about 0.03 % too small. With $k$ evaluated from equation (7), the deviations are $-0.14\,\%$ and $-0.035\,\%$, in proportion to $\delta$. For $\delta=0.005$, the displacement of the point $p=0$ exceeds $2PE/k$ by about 0.15 % with this $k$.

## What each derivation assumes

The force balance does not ask where $k$ comes from. Defects, stray fields or elastic forces may supply it, provided the energy is quadratic in the displacement. It treats unequal and interacting walls easily, but it cannot give the correction due to wall thickness.

The profile calculation assumes a continuum with local energy, identical walls and weak pinning. In return it derives $k$ from the defect, shows that translation carries the large response, and gives the order of the corrections.

Both describe static linear response in a given internal field. Neither contains the discreteness of the lattice, thermal motion or irreversible jumps between pinning sites.

## Limits and a second case

At fixed $k$, halving $w$ doubles $\chi_{\rm wall}$. If the stiffness itself varies as $1/w$, the susceptibility does not depend on $w$. Wall density alone therefore does not determine the response. As $k\to\infty$ the wall part vanishes. As $k\to0$ the linear coefficient diverges, but the polarization change due to the walls cannot: for equally spaced walls it reaches $P$ when $x=w/2$ and the unfavoured domains disappear.

The static result also sets a frequency condition. If a wall experiences a viscous pressure $\Gamma\dot x$ and its inertia is negligible, then $\Gamma\dot x+kx=2PE$. For a field varying as $e^{-i\omega t}$,

$$\chi_{\rm wall}(\omega)=\frac{4P^2}{w(k-i\omega\Gamma)} .$$

Equation (1) applies when $\omega\Gamma\ll k$.

## Worked example: a ferroelectric film

Consider a film with its polar axis normal to the electrodes, with round illustrative inputs. The inputs are $P=30$ uC/cm2, $w=50$ nm, $k=2$ MPa/nm and $E=5$ kV/cm. In SI units, $P=0.30$ C/m², $k=2\times10^{15}$ N/m³ and $E=5\times10^5$ V/m. The pressure and displacement are

$$2PE=2(0.30)(5\times10^5)\ {\rm Pa}=0.3\ {\rm MPa},\qquad x=\frac{0.3}{2}\ {\rm nm}=0.15\ {\rm nm}.$$

The polarization change is $2(30)(0.15)/50=0.18$ uC/cm2. The susceptibility is

$$\chi_{\rm wall}=\frac{4(0.30)^2}{(2\times10^{15})(50\times10^{-9})}=3.6\times10^{-9}\ {\rm F/m},$$

or about 407 in relative form. With a rough lattice part of 300, the total is about 707.

**Lattice cell.** The displacement is 0.375 of a rough cell length of 0.4 nm. It cannot be read as the position of a rigid, atomically flat plane. If 37.5 % of the wall area advances by one cell, the mean displacement is the same. The value of $k$ is then a coarse-grained stiffness for such local advances. A flat wall locked in a lattice well can have a different stiffness, which is not estimated here.

**Finite pinning range.** Let the well be sinusoidal with period $L$:

$$W=k\left(\frac{L}{2\pi}\right)^2\left(1-\cos\frac{2\pi x}{L}\right).$$

Its greatest restoring pressure is $kL/2\pi$. Setting this equal to $2PE_c$, with a rough coercive field $E_c=50$ kV/cm, gives $L=4\pi PE_c/k=9.4$ nm. This identifies the coercive field with depinning, which is an assumption. Force balance now reads $\sin(2\pi x/L)=E/E_c$, so

$$\frac{x}{2PE/k}=\frac{\arcsin(E/E_c)}{E/E_c}\simeq1+\frac16\left(\frac E{E_c}\right)^2 .$$

At $E/E_c=0.1$, the displacement exceeds the linear value by 0.17 %. At $E=E_c$ the well no longer holds the wall, and the linear result has failed.

**Temperature and field.** A wall patch 10 nm square, treated as independent in this well at 300 K, has an rms displacement of 0.14 nm, about as large as the displacement by the field. In a harmonic well this motion would leave the mean response unchanged. In the sinusoidal well it raises the susceptibility by about 0.5 %. This figure and the 0.17 % above treat the patch position as continuous. If the patch can only move by whole cells of 0.4 nm, one step costs about $3.9\,k_BT$ and the field does about $2.9\,k_BT$ of work on it. The small-field response then falls to about a third of the continuous value and is far from linear at 5 kV/cm, so these small corrections hold only where the lattice can be averaged out. The change of the polarization contrast in the field, estimated from the quartic Landau density, is only $-0.003\,\%$.

**Passive layer.** Let the film, of thickness $d=200$ nm and relative permittivity $\varepsilon_f=1+300+407\simeq708$, lie in series with a passive layer of thickness $t=2$ nm and permittivity $\varepsilon_p=100$. The mean displacement field $D$ is the same in both, and the voltage is $D(d/\varepsilon_f+t/\varepsilon_p)/\varepsilon_0$. The measured permittivity is therefore

$$\varepsilon_{\rm meas}=\frac{d+t}{d/\varepsilon_f+t/\varepsilon_p}\simeq667 .$$

Without wall motion it would be 295. The apparent wall part is 372, about 8 % below the 407 inside the film. Here $k$ is held fixed and only the mean field is kept. For a passive layer much thinner than the wall spacing, the stray fields of the domain pattern soften the walls. For straight walls in this geometry they lower $k$ by about 3 %, and the apparent wall part is then only 5 to 6 % below 407.

**Comparison with real films.** The coercive field and lattice response are rough values, and a spacing of tens of nanometres is plausible. The polarization of 30 uC/cm2 is of the size of a remanent polarization in lead zirconate titanate films. Equation (1) needs the spontaneous polarization inside one domain, which in tetragonal compositions is roughly 50 to 75 uC/cm2. At the same $k$ and $w$ this would raise the wall part by a factor of about 3 to 6. The stiffness is a model choice that gives a wall part of a few hundred, not a measured constant. The walls of a real film need not be equally stiff. If half the walls have stiffness $k/2$ and half $3k/2$, the mean stiffness is unchanged, but the average of $1/k$ is $(2+2/3)/(2k)=4/(3k)$. The wall susceptibility rises by one third. Irreversible motion and walls other than 180 degree walls can add further response, which is not estimated here. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Stack of 8 unevenly spaced walls, reduced units
  equal walls: minimized susceptibility: 0.94651
  equal walls: formula: 0.94651
  unequal walls, 35 deg tilt: minimized: 0.44430
  unequal walls, 35 deg tilt: formula: 0.44430
  coupled walls: minimized: 0.61065
  coupled walls: formula: 0.61065
Landau-Ginzburg wall, reduced units, wall spacing 30
  defect 0.020: k 0.008135, full 16.362, formula 16.390, deviation -0.17 %
  defect 0.010: k 0.004067, full 32.747, formula 32.781, deviation -0.10 %
  defect 0.005: k 0.002034, full 65.518, formula 65.562, deviation -0.07 %
  single-domain susceptibility (weakest defect): 0.5002
  wall shift seen / 2PE/k (weakest defect): 1.001
Example: inputs
  polarization P: 30 uC/cm2
  wall spacing w: 50 nm
  stiffness k: 2 MPa/nm
  field E: 5 kV/cm
  film thickness: 200 nm
  temperature: 300 K
  lattice relative susceptibility (rough): 300
  coercive field (rough): 50 kV/cm
Example: results
  wall pressure 2PE: 0.3 MPa
  wall displacement x: 0.15 nm
  polarization change: 0.18 uC/cm2
  wall susceptibility, absolute: 3.6e-09 F/m
  wall susceptibility, relative: 406.6
  wall plus lattice, relative: 706.6
Example: neglected effects
  pinning period for that coercive field: 9.425 nm
  extra displacement, sinusoidal well: 0.167 %
  thermal patch side: 10 nm
  thermal rms patch displacement: 0.1442 nm
  thermal rise of susceptibility: 0.465 %
  change of domain contrast in field: -0.00294 %
  passive layer thickness: 2 nm
  passive layer relative permittivity: 100
  measured permittivity with walls: 667.4
  measured permittivity without walls: 295.1
  measured wall part: 372.3
  lattice cell (rough): 0.4 nm
  displacement / lattice cell: 0.375
  displacement / wall spacing: 0.003
```
